Transconductance and Mobility in Transistors with a Gate-Dependent Mobility

**The argument under review**

The argument concerns a p-type polymer thin-film transistor. At a gate voltage of 25 V its linear transconductance is converted into a mobility of 0.158 cm²/(V s), and the local slope of the square root of its saturation current into 0.130 cm²/(V s). The reasoning has three parts. First, the current is proportional to mobility times overdrive, so its derivative with respect to gate voltage yields the mobility. Second, the square-root plot between 15 and 25 V is straight, with R² = 0.9992, so the mobility is constant. Third, the lower value in saturation must show that the lateral field slows the holes.

The device considered here is a model whose mobility is known in advance, so each inference can be judged. The question is what the two slopes measure when the mobility depends on the gate voltage.

**What is meant by mobility**

All voltages are written as magnitudes. Let V_T be the threshold voltage, V_G the gate voltage, V_D the drain voltage and v = V_G − V_T the overdrive at the source. The gate capacitance per area is C, so the induced charge per area is Cv. The drift mobility μ is the sheet conductance divided by this charge. It is an average over all induced holes, trapped ones included. The assumed law is

μ(v) = μ_r (v/v_r)^γ, γ > −1,

where μ_r is the mobility at a reference overdrive v_r. The condition on γ makes the sheet conductance Cμv increase with overdrive.

For a small drain voltage, a channel of width W and length L carries

I = (W/L) C μ(v) v V_D.

The first part of the argument differentiates v and leaves μ alone. With V_T and V_D fixed, the product rule gives instead

μ_gm ≡ [L/(W C V_D)] dI/dV_G = d(μv)/dv = μ + v dμ/dv.

For the power law, v dμ/dv = γμ. Hence, in the limit of small V_D,

μ_gm = (1 + γ) μ(v).

The transconductance is a legitimate measurement of another quantity, the increase of sheet conductance per unit of added charge. This incremental mobility equals the average mobility when γ = 0. It is larger for γ > 0 and smaller for −1 < γ < 0.

**Why added holes can count for more**

A trap model shows how the two mobilities come apart. Let a thin sheet have trap states at depth E from the band edge, with density (N_t/kT0) exp(−E/kT0), where k is Boltzmann's constant and T0 sets the width of the tail. Trapped holes do not move. If the Fermi level lies at depth δ, traps much deeper than δ are nearly all occupied by holes, and shallower ones only in part. The shallower traps are more numerous, however, and in the example below they hold nearly two thirds of the trapped holes. With ε = E − δ, Fermi statistics give

n_t = (N_t/kT0) exp(−δ/kT0) ∫ exp(−ε/kT0) / [1 + exp(−ε/kT)] dε,

with ε running from −δ to ∞. For T < T0 the integrand dies away toward negative ε. When δ is large enough, the lower limit may be replaced by −∞, and the integral no longer depends on δ. Then n_t ∝ exp(−δ/kT0).

The free holes in the band follow n_f = N_b exp(−δ/kT), where N_b is the effective density of band states. Eliminating δ gives n_f ∝ n_t^(T0/T). While free holes are a small part of the total n, the average mobility is

μ = μ_free n_f/n ∝ n^(T0/T − 1),

where μ_free is the mobility of a free hole. Since n is nearly proportional to v, γ = T0/T − 1. As the traps fill, the Fermi level approaches the band, and a larger share of each further addition is free.

Take T0 = 480 K and T = 300 K, so that γ = 0.6, with N_t = N_b = 10¹⁴ cm⁻² and μ_free = 4 cm²/(V s). Integrating the Fermi occupation, without assuming a power law, gives an average mobility of 0.0978 cm²/(V s) at 20 V overdrive. The incremental mobility is 1.616 times larger. Thus about 2.4% of all induced holes are free, but about 4% of the next ones added.

The factor is 1% above T0/T = 1.6 because the Fermi level is not infinitely deep. Replacing the lower limit by −∞ overcounts the trapped holes by about N_t [T/(T0 − T)] exp(−δ/kT), which here is 1.67 n_f. Including the free holes adds n_f. The total is therefore the pure power-law term minus 0.67 n_f. This deduction grows in relative size as the sheet fills, so n rises a little more slowly than the ideal law and n_f rises faster when measured against n. At 2 V overdrive the deduction matters less, and the factor is 1.604.

**The current at finite drain voltage**

In saturation the overdrive varies from its full value at the source to zero at the drain end. Let u(x) be the local overdrive at distance x from the source. I assume that the channel is long enough for the gate to fix the local charge Cu (the gradual-channel approximation), that drift carries the current, and that the mobility depends on the local overdrive. Since u falls toward the drain,

I = −W C μ(u) u du/dx.

The current is the same at every x. Integrating from x = 0, where u = v, to x = L, where u = v − V_D, and reversing the limits to absorb the minus sign gives

I = (WC/L) ∫ μ(u) u du, from v − V_D to v.

With K = W C μ_r/(L v_r^γ), the integrand becomes K u^(γ+1), and for V_D ≤ v

I = K [v^(γ+2) − (v − V_D)^(γ+2)]/(γ + 2).

**The linear regime again**

Differentiation at fixed V_D cancels the factor γ + 2:

dI/dV_G = K [v^(γ+1) − (v − V_D)^(γ+1)].

Let c = v − V_D/2 be the overdrive midway between the two end values. Expanding both powers about c cancels the even terms and leaves

dI/dV_G = K (1 + γ) c^γ V_D [1 + γ(γ − 1)V_D²/(24c²) + …].

To first order in V_D/v, the transconductance mobility is therefore (1 + γ) μ(v − V_D/2). Comparing it with μ(v) instead introduces a relative shift of −γV_D/(2v).

For the example, μ = 0.1 cm²/(V s) at v = 20 V, γ = 0.6 and V_D = 1 V. The midpoint overdrive is 19.5 V, so

μ_gm = 1.6 × 0.1 × (19.5/20)^0.6 = 0.158 cm²/(V s).

This is the first value in the argument, and it is 58% above the mobility at the source overdrive.

**The saturation slope**

At V_D = v the drain-end overdrive reaches zero. In this long-channel model a larger drain voltage leaves the current unchanged, so

I_sat = K v^(γ+2)/(γ + 2).

Taking the square root and differentiating,

d√I_sat/dV_G = √[K/(γ + 2)] × [(γ + 2)/2] v^(γ/2).

Squaring gives K(γ + 2)v^γ/4. The conventional conversion multiplies this by 2L/(WC):

μ_sat = (2L/WC) × K(γ + 2)v^γ/4 = [(γ + 2)/2] μ_r (v/v_r)^γ = (1 + γ/2) μ(v).

The reference is the mobility at the source end, where the overdrive is largest. For the example the result is 1.3 × 0.1 = 0.130 cm²/(V s), the second value in the argument.

The third inference therefore fails for this device. The model has no dependence of mobility on lateral field, yet the saturation value is lower. The two slopes carry different factors, 1.6 and 1.3, and the finite drain voltage slightly reduces the first.

These factors were tested by dividing the channel into 400 cells and requiring each to carry the same current, without using the integrated formula. At fixed v = 20 V, with V_D = 0.1 V for the linear case, the ratios of apparent to true mobility are:

γ = −0.3: linear 0.70, saturation 0.85
γ = 0: linear 1.00, saturation 1.00
γ = 0.6: linear 1.60, saturation 1.30
γ = 1: linear 2.00, saturation 1.50

The first row shows that for negative γ both slopes underestimate the mobility. For the example, doubling the number of cells changes the root-slope mobility by 0.02%.

**Two substitutes that do not repair the saturation value**

One might avoid the derivative and insert the saturation current in the square law, using the correct threshold. This gives

2L I_sat/(WCv²) = 2μ(v)/(γ + 2) = μ(v)/(1 + γ/2).

In the example the current is 1.82 μA and the result is 0.077 cm²/(V s), which is too low. The square law averages μ(u) over the overdrives from 0 to v with weight u, and for γ > 0 the regions nearer the drain have a lower mobility than the source end.

One might also assign the source-end mobility to the whole channel. The current would then be WCμ(v)v²/(2L), proportional to v^(γ+2) as before but with a different prefactor. Its root slope would give (1 + γ/2)² μ(v), a factor of 1.69 for γ = 0.6. This does not describe a mobility set by local charge. The factor 1 + γ/2 thus rests on the local law as well as on the exponent.

**A straight plot is weak evidence**

The second inference relies on R² = 0.9992. For γ = 0.6, however, √I_sat varies as v^1.3. Between overdrives of 10 and 20 V its slope grows by 2^0.3 = 1.23, and the true mobility by 2^0.6 = 1.52. A straight line still describes the plot with that R², because so gentle a curvature leaves small residuals beside the total rise of the root current.

The fitted line gives a mobility of 0.109 cm²/(V s), while the true value at the centre of the window is 0.084 cm²/(V s). The ratio is 1.29, close to the local factor of 1.3. That the fitted value lies near the true mobility at 25 V, 0.1 cm²/(V s), is no confirmation of the method, since the fit describes the whole window.

The line also places the threshold at 8.3 V, although V_T = 5 V. A tangent shows why. In saturation, √I_sat divided by its slope is 2v/(2 + γ), so the tangent meets the voltage axis at

V_G − 2v/(2 + γ) = V_T + vγ/(2 + γ).

At 25 V this is 9.6 V. For a linear-regime tangent at small V_D the corresponding error is vγ/(1 + γ), or 7.5 V. With V_D = 1 V the intercept lies at 12.8 V, which includes part of the usual offset V_D/2. A false threshold is dangerous because it makes a line with the wrong mobility look consistent.

**An extraction that uses the same data**

The unknown prefactor K cancels in the ratio of current to transconductance g_m = dI/dV_G. To first order in V_D/v, the linear regime gives

I/g_m = (V_G − V_T − V_D/2)/(1 + γ).

In saturation,

I/g_m = (V_G − V_T)/(2 + γ).

Each ratio, plotted against V_G, should be a straight line. Its slope s gives γ. Its intercept on the voltage axis is V_T in saturation and V_T + V_D/2 in the linear regime. The mobility then follows from

linear: μ(v − V_D/2) = s μ_gm,
saturation: μ(v) = 2s μ_sat.

The factor 2 appears because 1 + γ/2 = (2 + γ)/2 = 1/(2s).

For the example, currents at 1 V intervals were differentiated by central differences, and the ratio was fitted between 15 and 25 V. The linear slope is 0.625, which gives γ = 0.60 and a corrected mobility of 0.6247 × 0.1576 = 0.098 cm²/(V s), the value expected at 19.5 V overdrive. The saturation slope is 0.385, which gives γ = 0.60 and 2 × 0.385 × 0.130 = 0.100 cm²/(V s).

The saturation intercept is 5.02 V rather than 5 V, and the voltage step accounts for this. For a current proportional to v^(γ+2), a central difference with step h exceeds the derivative by the fraction γ(1 + γ)h²/(6v²), to leading order. With h = 1 V this is 0.16/v², v being in volts. The ratio then varies as v − 0.16/v, and its tangent at v = 15 V crosses zero about 0.02 V above the true threshold.

Where the exponent varies, let γ denote the local slope d ln μ/d ln u. In the linear regime the method requires a constant γ over the fitted range extended downward by V_D, because the channel spans the overdrives from v − V_D to v. In saturation it requires more, because the channel contains every overdrive from v down to zero: γ must be constant all the way down to threshold. Suppose that γ is 0.3 below an overdrive of 10 V and 0.6 above it, with the mobility continuous. With exact derivatives, a saturation fit between 10 and 20 V then gives γ = 0.84, a threshold 2.2 V too low and a mobility at 20 V that is 10% too low, although the line has R² = 0.9995; central differences with 1 V steps give γ = 0.82 and 2.1 V instead. Clear curvature in I/g_m signals that an assumption has failed, but a nearly straight plot does not show that all of them hold. The linear regime is the safer choice when γ changes only below the overdrives that the fitted points sample, that is, below the start of the window minus V_D and minus the differentiation step. The margin matters: with V_D = 1 V and the window starting at the change itself, 10 V, the linear fit gives γ between 0.75 and 0.78 and a mobility about 10% too low, no better than in saturation. When γ changes within that range, the linear fit can be the worse one. If γ is 0.3 up to an overdrive of 10 V and then rises linearly with overdrive to 0.6 at 20 V, fits between 10 and 20 V (with V_D = 1 V in the linear case) give a mobility at 20 V that is 23% too low in the linear regime and 6% too low in saturation. If V_T is known independently, the linear current itself gives the average mobility without differentiation:

μ ≈ L I/[W C V_D (v − V_D/2)].

**How far a real device may depart from this**

The example has W = 1000 μm, L = 100 μm and a 300 nm insulator of relative permittivity 4. These are round values in the rough regime of polymer transistors on thick oxide insulators; measured mobilities vary widely around the chosen 0.1 cm²/(V s). The assumptions most exposed in practice are the ideal contacts and the fixed threshold. For a rough, constant contact resistance of 5 kΩ cm, the transconductance at V_D = 1 V falls by 2.2%. If the threshold rises steadily by 0.5 V during a 25 V sweep, the overdrive gains only 0.98 V per gate volt, and the transconductance at a given overdrive falls by 2.0%. If the threshold starts the sweep at 5 V, the overdrive lost by 25 V brings the total fall there to 3.5%. These changes are small beside the factor 1.6.

Contacts matter more in shorter channels. If r is the ratio of contact to channel resistance, a constant contact resistance multiplies the transconductance by 1/(1 + r)². Here the channel resistance is 1 V/0.227 μA = 4.4 MΩ and the contact resistance is 0.05 MΩ, so r = 0.011. At L = 10 μm, with everything else fixed, r = 0.11 and the loss is about 19%. The extraction suffers too: the linear I/g_m fit between 15 and 25 V then gives γ = 0.35 instead of 0.60, although the plot remains nearly straight. In short channels the contact resistance should therefore be removed before γ is extracted. If the contact resistance itself falls with gate voltage as v^(−p), its derivative adds to the transconductance, and the multiplier becomes

[1 + rp/(1 + γ)]/(1 + r)² ≈ 1 + r[p/(1 + γ) − 2]

for small r. A steep enough fall, p > (1 + γ)(2 + r), raises the apparent mobility further; this means p > 3.2 for small r and p > 3.4 at r = 0.11. If such contacts dominate (r ≫ 1), the current varies as v^p and I/g_m tends to v/p, which is also a straight line. A straight I/g_m plot therefore does not by itself assign γ to the channel.

The remaining estimates support the model at these voltages. The insulator field is 0.83 MV/cm, against a rough breakdown field of 10 MV/cm for a good oxide. The tunnelling exponent for a rough 3 eV barrier is about 300, so direct injection through the insulator is negligible; leakage through defects is not covered. The occupancy of band states is 4 × 10⁻⁴, which justifies Boltzmann statistics for the free holes. Over a hop of roughly 1 nm, the mean lateral voltage drop in saturation is 0.2 mV, against a thermal voltage of 26 mV, although the field rises toward the drain. The gradual-channel solution gives about 3 mV per nanometre at one insulator thickness from the drain; closer in, that approximation fails and the estimate gives no support. The depth scale of the charge is 0.5 nm, and in a smooth profile half of the charge would lie within about twice that distance. This is too thin for such a profile to mean much in a molecular solid, which is why a sheet was used. The choice matters if T0 is to be inferred from γ: a smooth volume profile with the same exponential tail would give γ = 2(T0/T − 1), or 1.2 here, instead of T0/T − 1.

Temperature enters through γ. In the power-law limit of the trap model with T0 held at 480 K, warming from 300 to 330 K lowers γ from 0.60 to about 0.45. The linear factor falls from 1.60 to 1.45 and the saturation factor from 1.30 to 1.23. With the full Fermi occupation at 20 V overdrive the factors are slightly larger: the linear one falls from 1.62 to 1.49 and the saturation one from 1.31 to 1.24. A temperature study based on uncorrected slopes would therefore mix a change in mobility with a change in the conversion factor.

**Recommendation**

The currents can stand, but the two quoted mobilities should be relabelled or corrected. The linear value is an incremental mobility. The saturation value is 1 + γ/2 times the average mobility at the source end, under the local power law. The claim of a constant mobility should be withdrawn, and so should the claim of field-induced slowing, for which the difference between the slopes is no evidence. The numerical output below gives the main values to more digits.

Computed values

```
INPUTS (round, rough polymer-transistor regime)
W = 1000 um, L = 100 um
insulator: 300 nm, permittivity 4.0
VT = 5.0 V, VG = 25.0 V, linear VD = 1.0 V
true mobility 0.100 cm2/Vs at overdrive 20.0 V
T = 300 K, T0 = 480 K, gamma = 0.600
gate capacitance = 11.81 nF/cm2
sheet hole density = 1.474e+12 cm^-2
FACTORS apparent/true: linear (VD=0.1 V), saturation
gamma = -0.30: linear 0.7005, saturation 0.8501
gamma =  0.00: linear 1.0000, saturation 1.0000
gamma =  0.30: linear 1.2990, saturation 1.1498
gamma =  0.60: linear 1.5976, saturation 1.2994
gamma =  1.00: linear 1.9950, saturation 1.4987
EXAMPLE at VG = 25 V
linear current = 0.2268 uA
saturation current = 1.8155 uA
mobility from linear gm = 0.1576 cm2/Vs
mobility from saturation root slope = 0.1299 cm2/Vs
mobility from square-law current = 0.0769 cm2/Vs
shift of root-slope mobility, 400 to 800 cells = 0.0214 %
root-slope factor if mobility were uniform = 1.6900
STRAIGHT-LINE FIT of root current, VG 15-25 V
R squared = 0.99920, false threshold = 8.328 V
fitted mobility = 0.1087 cm2/Vs
true mobility at window centre = 0.0841 cm2/Vs
tangent threshold at 25 V, linear = 12.811 V
tangent threshold at 25 V, saturation = 9.615 V
CURE: straight line of I/gm against VG
linear: slope 0.6247, gamma 0.6008, intercept 5.487 V
saturation: slope 0.3849, gamma 0.5980, intercept 5.023 V
corrected mobility, linear = 0.0984 cm2/Vs
corrected mobility, saturation = 0.1000 cm2/Vs
TRAP TAIL: states 1e14 cm^-2 in tail and band each
free-hole mobility = 4.0 cm2/Vs
v =  2.0 V: depth 0.3007 eV, average mobility 0.0241 cm2/Vs, gm factor 1.6039
v = 20.0 V: depth 0.2050 eV, average mobility 0.0978 cm2/Vs, gm factor 1.6159
NEGLECTED EFFECTS (rough inputs)
contacts 5 kOhm cm: gm change = -2.23 %
threshold drift 0.5 V in sweep: gm change = -2.00 %
insulator field = 0.833 MV/cm (rough breakdown 10)
tunnelling exponent, 3 eV barrier, mass 0.5 = 301
free-hole band occupancy = 3.60e-04
diffusion, kT/(q v) = 0.13 %
surface potential, kT0/(q v) = 0.21 %
pinch-off length scale, insulator/L = 0.30 %
charge depth scale (permittivity 3) = 0.47 nm
mean lateral drop per nm = 0.20 mV, kT/q = 25.85 mV
gamma at 330 K = 0.455
```
